# Systematic absences in diffraction: symmetry conditions, two worked groups, and exceptions, part 2

We seek the reflections that crystal symmetry forces to vanish, and the limits of that rule. Fractional coordinates form a column $x$, Miller indices $hkl$ an integer row $h$. For single, scalar scattering from a periodic density $\rho$ in a cell of volume $V$,

$$F(h)=V\int_{\rm cell}\rho(x)\,e^{2\pi i\,h\cdot x}\,d^3x .\tag{2}$$

An operation $g=(R,t)$ maps $x\to Rx+t$ and leaves $\rho$ unchanged; $I$ is the identity matrix. Modulo integer translations the operations form a finite group $G$. Then

$$F(hR)=F(h)\,e^{-2\pi i\,h\cdot t}.\tag{4}$$

If $hR=h$,

$$F(h)\left[1-e^{-2\pi i\,h\cdot t}\right]=0.\tag{5}$$

**Theorem.** $F(h)=0$ for every $G$-invariant density if and only if some $(R,t)\in G$ has $hR=h$ and $h\cdot t\notin\mathbb Z$.

The operations with $hR=h$ form the stabiliser $S$, on which $\chi(g)=e^{2\pi i\,h\cdot t}$ obeys

$$\chi(g_1g_2)=e^{2\pi i\,(hR_1\cdot t_2+h\cdot t_1)}=\chi(g_1)\chi(g_2).\tag{6}$$

Identical spherical atoms of form factor $f$ at all images of $x$ give $F=f\,\Gamma$, with

$$\Gamma(h,x)=\sum_{g\in G}e^{2\pi i\,h\cdot(Rx+t)},\tag{7}$$

$$\langle|\Gamma|^2\rangle_x=\Big|\sum_S\chi\Big|^2\frac{|G|}{|S|}=\begin{cases}|G|\,|S| & \text{all }\chi=1,\\ 0&\text{otherwise.}\end{cases}\tag{9}$$

The intrinsic translation $t_{\rm int}$, the average of $R^mt$ over the powers of $R$, is the shift along a screw axis or in a glide plane. In conditions for allowed reflections, $n$ is any integer. A screw $N_p$ along $c$, with shift $p/N$, requires

$$00l:\quad l=\frac{N}{\gcd(N,p)}\,n .\tag{13}$$

The centrings A, B, C are $(0,\frac12,\frac12)$, $(\frac12,0,\frac12)$, $(\frac12,\frac12,0)$; F has all three. The program generates the conditions from the group and checks them by Fourier transforming a random symmetrised density, in the box of 3375 reflections with indices from $-7$ to $7$.

The printed output also covers earlier tests of (4), on the screw $3_1$, $(-y,\,x-y,\,z+\tfrac13)$, and on 47 one-generator groups, and the example $P2_1/c$, generated by $(-x,\,y+\frac12,\,-z+\frac12)$ and $(-x,-y,-z)$, with an atom at $(0.10,\,0.20,\,0.35)$.

### The group $Fd\bar3m$

Take the diamond point set $\pm(\frac18,\frac18,\frac18)$ plus F centrings, whose origin is an inversion centre. It is preserved by the centrings, by $(z,x,y)$, $(y,x,z)$ and $(-x,-y,-z)$, and by the half turn $(\frac14-x,\,\frac14-y,\,z)$, which fixes $(\frac18,\frac18,\frac18)$ and sends $-(\frac18,\frac18,\frac18)$ to $(\frac38,\frac38,-\frac18)$, its C-centred image. The first two matrices generate the 6 permutations of the axes; the half turn, its cyclic images and $-I$ generate the 8 sign choices; together they give all 48 signed permutation matrices. The pure translations are zero and the three centrings only. The other candidate, $-(\frac14,\frac14,\frac14)$, would carry $-(\frac18,\frac18,\frac18)$ to $(\frac58,\frac58,\frac58)$, which is empty. The order is $48\times4=192$, and a direct search for all operations preserving the point set returns the same 192. The 48 matrices have fixed dimension 0, 1, 2, 3 in 15, 23, 9 and 1 cases.

The fixed spaces are, up to equivalence, $hkl$, the zones $0kl$ and $hhl$, and the rows $h00$, $hh0$, $hhh$. By (6) it is enough to test $\chi$ on generators of each stabiliser.

For $hkl$ only the centrings act: unmixed parity.

For $0kl$, apply the inversion and then the cyclic image $(x,\frac14-y,\frac14-z)$ of the half turn. The result is $(-x,\,y+\frac14,\,z+\frac14)$, a $d$ glide, which requires $(k+l)/4\in\mathbb Z$. The centrings C and B at $h=0$ require $k$ and $l$ even. The four translations that accompany this matrix, in quarters $(0,1,1)$, $(0,3,3)$, $(2,1,3)$, $(2,3,1)$, differ by centrings and add nothing.

For $hhl$ the mirror $(y,x,z)$ has $t=0$. The centrings give $h\cdot t=h$ and $(h+l)/2$, so $h+l=2n$.

For $h00$ the stabiliser, of point group $4mm$, is generated by the centrings, the mirror $(x,z,y)$ with $t=0$, and the glide $(x+\frac14,\,-y,\,z+\frac14)$, which requires $h=4n$. The mirror followed by the glide is $(x+\frac14,\,-z,\,y+\frac14)$, a fourfold screw with $t_{\rm int}=(\frac14,0,0)$; with centrings the shift along $x$ is $\frac14$ or $\frac34$, so $4_1$ and $4_3$ both occur and give the same rule by (13).

For $hh0$ the glide $(x+\frac14,\,y+\frac14,\,-z)$ gives $h=2n$, already contained in $hhl$. For $hhh$ the generators $(z,x,y)$, $(y,x,z)$ have $t=0$ and each centring gives $h\cdot t=h$, so there is no condition. With permutations and sign changes implied,

$$hkl:\ h+k,\,h+l,\,k+l=2n;\quad 0kl:\ k+l=4n,\ k,l=2n;\quad hhl:\ h+l=2n;\quad h00:\ h=4n.\tag{16}$$

The generated list agrees; for $hkl$ it prints two generators, the third condition being their sum. In the box, centring removes $3375-8^3-7^3=2520$ reflections. The glide removes all-even rows with a zero index and sum $4n+2$: one index from $\pm2,\pm6$ in any of 3 places, the other two from $-4,0,4$ with at least one zero ($9-4=5$ pairs), which is $3\times4\times5=60$. The total 2580 is what the transform finds, and the same set results for two shifted origins. The averages (9), computed by quadrature over $x$, give $\langle|\Gamma|^2\rangle/|G|=24$ for 111 and 222, 32 for 400, 8 for 442 and 4 for 531, equal to $|S|=4\times(6,6,8,2,1)$, and zero for 200 and 420.

### A diamond-type model: 200, 222 and 442

The centrings contribute the factor $1+(-1)^{k+l}+(-1)^{h+l}+(-1)^{h+k}$, which is 4 for unmixed indices and 0 otherwise. For unmixed indices the atoms at $\pm(\frac18,\frac18,\frac18)$, site $8a$, give

$$G_{8a}=4\left[e^{2\pi i(h+k+l)/8}+e^{-2\pi i(h+k+l)/8}\right]=8\cos\frac{\pi(h+k+l)}4 ,\tag{17}$$

which vanishes for $h+k+l=4n+2$. The neighbours of $(\frac18,\frac18,\frac18)$ are $(-\frac18,-\frac18,-\frac18)$, $(-\frac18,\frac38,\frac38)$ and the permutations of the latter, at distance $\sqrt3\,a/4$. The bond midpoints, site $16c$, are $0$, $(0,\frac14,\frac14)$, $(\frac14,0,\frac14)$, $(\frac14,\frac14,0)$ plus centrings, so

$$G_{16c}=4\left[1+i^{\,k+l}+i^{\,h+l}+i^{\,h+k}\right].\tag{18}$$

For even indices $h=2h'$, $k=2k'$, $l=2l'$, the bracket is the centring factor of $h'k'l'$, so $G_{16c}=16$ if these are unmixed and 0 otherwise.

Let each site carry spherical Gaussians of charge $q$ and width $\sigma$. In one dimension $-r^2/2\sigma^2+2\pi isr=-(r-2\pi i\sigma^2s)^2/2\sigma^2-2\pi^2\sigma^2s^2$, and the shifted normalised Gaussian integrates to one. The product over three axes, with $s^2=|h|^2/a^2$ and $|h|^2=h^2+k^2+l^2$ in a cubic cell, gives

$$f=q\,e^{-2\pi^2\sigma^2|h|^2/a^2},\qquad F=f_{\rm atom}G_{8a}+f_{\rm bond}G_{16c}.\tag{19}$$

The round parameters are $a=4$ Å (bond 1.7321 Å); 2 e with $\sigma=0.15$ Å and 3 e with $\sigma=0.6$ Å on each atom; and 0.5 e with $\sigma=0.4$ Å on each bond. Angles follow from $\sin\theta=\lambda|h|/2a$ with $\lambda=1$ Å (12.398 keV); for 400, $\sin\theta=4/8$ and $2\theta=60^\circ$.

| $hkl$ | $2\theta$ (°) | $f_{\rm atom}$ (e) | $f_{\rm bond}$ (e) | $G_{8a}$ | $G_{16c}$ | $F$ (e) |
|---|---|---|---|---|---|---|
| 111 | 25.0 | 2.6317 | 0.27656 | −5.6569 | −8 | −17.10 |
| 200 | 29.0 | 2.2975 | 0.22702 | 0 | 0 | 0 |
| 220 | 41.4 | 1.6876 | 0.10308 | −8 | 0 | −13.50 |
| 311 | 49.0 | 1.4964 | 0.05701 | −5.6569 | 8 | −8.01 |
| 222 | 51.3 | 1.4479 | 0.04680 | 0 | 16 | 0.75 |
| 400 | 60.0 | 1.2852 | 0.02125 | −8 | 16 | −9.94 |
| 420 | 68.0 | 1.1484 | 0.00965 | 0 | 0 | 0 |
| 442 | 97.2 | 0.7363 | 0.00041 | 0 | 0 | 0 |

The cell holds $F(000)=8\times5+16\times0.5=48$ e. For 111, $G_{8a}=8\cos(3\pi/4)$ and $G_{16c}=4(1-3)$, so $F=2.6317\times(-5.6569)+0.27656\times(-8)=-17.10$ e. For 222, $f_{\rm bond}=0.5\,e^{-2\pi^2(0.4)^2\,12/16}=0.04680$ e and $F=16\times0.04680=0.7488$ e, so $|F(222)/F(111)|^2=(0.7488/17.0998)^2=1.9\times10^{-3}$ in this model. For 400, $F=-8\times1.2852+16\times0.02125=-9.94$ e. The transform of the real-space density reproduces (19) throughout the box.

The four reflections with $G_{8a}=0$ are of three kinds. 200 and 420 violate (16) and vanish for any invariant scalar density. 222 is allowed and is carried here by the bond charge alone. 442 is allowed as well, with $|S|=8$, but $h'k'l'=221$ is mixed and $h+k+l=10$, so spherical charges on both sites cancel; by (9), density at a general position can fill it.

### Where the theorem fails

*Tensor scattering.* Near an absorption edge the dipole scattering amplitude of an atom is $e'\cdot T\,e$, with polarisations $e,e'$ and a tensor $T$ tied to the surroundings of the atom. In a cubic cell, where $R$ is orthogonal, symmetry means $T(Rx+t)=R\,T(x)R^{\sf T}$. The substitution that led to (4) now gives $F(h)=e^{2\pi i\,h\cdot t}R\,F(hR)R^{\sf T}$, and for $hR=h$

$$F(h)=\chi(g)\,R\,F(h)\,R^{\sf T}.\tag{20}$$

For a centring $R=I$, and every component obeys (5). The trace is unchanged by $R$ and obeys (5) always. Other components can survive. At 200 the glides normal to $y$ and to $z$ have $\chi=e^{2\pi i\,2/4}=-1$ and diagonal $R$, so $F_{ab}=-R_{aa}R_{bb}F_{ab}$. The first keeps $xy$ and $yz$, the second $xz$ and $yz$, and only $F_{yz}=F_{zy}$ remains. Put $T=\hat n\hat n^{\sf T}$ on each bond centre, with $\hat n$ the unit vector along the bond. The four sites listed before (18) have $\hat n\propto(1,1,1),\,(-1,1,1),\,(1,-1,1),\,(1,1,-1)$, hence $n_yn_z=\frac13,\frac13,-\frac13,-\frac13$, and phases $e^{4\pi ix}=1,1,-1,-1$. Then $F_{yz}(200)=4\times\frac43=\frac{16}3=5.3333$, which the sum over the group confirms, with zero trace and $F(100)=0$. The site of the scatterer matters. The atoms of the diamond point set, on $8a$, are fixed by the half turn $(\frac14-x,\,\frac14-y,\,z)$, so there $T=RTR^{\sf T}$ with $R=\operatorname{diag}(-1,-1,1)$, which gives $T_{yz}=-T_{yz}=0$. A dipole tensor located exactly on $8a$ therefore leaves 200 empty; the argument does not cover a tensor that varies with displacement from the site. The example describes resonant scatterers on $16c$ and does not describe the atoms of a diamond-type crystal.

*Multiple scattering.* For a scalar wave in a periodic potential with Fourier coefficients proportional to $F$ (in the centrosymmetric model $F(-g)=F(g)$, so the sign of $g$ is immaterial), the second Born term for $\kappa\to\kappa+h$ passes through intermediate waves $\kappa+g$ and is proportional to

$$A(h,\kappa)=\sum_{g\neq0,h}\frac{F(h-g)F(g)}{|\kappa|^2-|\kappa+g|^2},\tag{21}$$

with the wave vector $\kappa$ in units of $2\pi/a$, $|\kappa+h|=|\kappa|$, and no denominator near zero. The omitted terms contain $F(h)$ itself, which is zero at an absent reflection. A term needs both $g$ and $h-g$ allowed. Rows allowed by centring are closed under addition, so a centring absence receives nothing, at this order and, by the same argument, at any order. The rows allowed by (16) are not closed, since $(1,1,1)+(1,-1,-1)=(2,0,0)$. For an operation with $hR=h$, rename $g\to gR$ in (21). By (4) the numerator acquires $e^{-2\pi i(h-g)\cdot t}e^{-2\pi i\,g\cdot t}=\chi^*$, and $|\kappa+gR|=|\kappa R^{-1}+g|$ because $R$ is orthogonal, so

$$A(h,\kappa)=\chi^*\,A(h,\kappa R^{-1}).\tag{22}$$

For $\chi\neq1$ this forces $A=0$ when $\kappa R=\kappa$, for instance with the beam in the glide plane. A second relation comes from renaming $g\to h-g$ in (21): the numerator is unchanged and, since $|\kappa+h|=|\kappa|$, the denominator becomes that of the wave vector $-\kappa-h$, so $A(h,\kappa)=A(h,-\kappa-h)$. Together with (22) this forces $A=0$ also when $\kappa R=-\kappa-h$. For a twofold screw along $h$, write $\kappa=-h/2+\kappa_\perp$, where $|\kappa+h|=|\kappa|$ makes $\kappa_\perp$ normal to $h$; then $\kappa R=-h/2-\kappa_\perp=-\kappa-h$, so a $2_1$ absence stays empty in (21) for every such $\kappa$. Both zeros belong to scalar waves. For X-rays each term of (21) also carries the factor $e'\cdot(|q|^2I-qq^{\sf T})\,e$ of the intermediate wave $q=\kappa+g$. The two terms that cancel above have wave vectors $q$ and $\pm qR$, so the summed tensor obeys a relation like (20) instead of vanishing. For $\chi=-1$ the $\sigma\sigma$ and $\pi\pi$ amplitudes cancel but the $\sigma\pi$ amplitudes need not, and double scattering can fill glide and $2_1$ absences in these geometries too. At 200 neither relation applies for a general $\kappa$. For $\kappa=(-h/2,\,2.31,\,5.87)$, the model above, and $g$ summed over the box, $|A|=40.0$ e² $(a/2\pi)^2$ at 200 and zero at 100. Extending the box to indices up to 11 or more moves the value at 200 to 41.7. It depends far more on $\kappa$: the terms $g=(3,3,-3)$ and $(-1,3,-3)$ have denominator 0.36 and are each about $-100$, and changing $\kappa_y$ from 2.31 to 2.30 or 2.32 gives $|A|=3.4$ or $85.9$. The coupling constant is also left out of (21), so the number shows only that 200 is filled and does not give its strength relative to a kinematic reflection.

The program that performs these tests and its output follow under their own heading.

## Computed values

```
P3_1 law error (units rms F): correct 4.4e-15, wrong sign 4.75, transposed R 4.10
single-element groups checked: 47, worst law error 3.9e-14 (rms F)
orders mod integer translations: P2_1/c 4, Fd-3m 192, diamond search 192
absent among 3375 hkl with |index|<=7: P2_1/c 128, Fd-3m 2580 (centring 2520)
Fd-3m translations of (-x,y,z) in quarters: [(0, 1, 1), (0, 3, 3), (2, 1, 3), (2, 3, 1)]
Fd-3m translations of (x,-z,y) in quarters: [(1, 0, 1), (1, 2, 3), (3, 0, 3), (3, 2, 1)]
Fd-3m point operations with fixed dimension 0,1,2,3: [15, 23, 9, 1]
Fd-3m <|Gamma|^2>/|G| and |S|: 111:24.00/24 200:0.00/32 222:24.00/24 400:32.00/32 420:0.00/8 442:8.00/8 531:4.00/4
P2_1/c hkl: none
P2_1/c h0l: l=2n
P2_1/c 0kl: none
P2_1/c hk0: none
P2_1/c h00: none
P2_1/c 0k0: k=2n
P2_1/c 00l: l=2n
Fd-3m hkl: h+k=2n, h+l=2n
Fd-3m 0kl: k=2n, l=2n, k+l=4n
Fd-3m hhl: h+l=2n
Fd-3m h00: h=4n
Fd-3m hh0: h=2n
Fd-3m hhh: none
P2_1/c atom at [0.1, 0.2, 0.35] Gamma (dimensionless):
  010: 0.0000  020: -3.2361  001: 0.0000  002: -1.2361
  100: 3.2361  101: 0.0000  102: 1.2361  011: -0.7265
model: a = 4.0 A, lambda = 1.0 A (12.398 keV), bond = 1.7321 A
Gaussians (charge e, sigma A): 8a [(2.0, 0.15), (3.0, 0.6)], 16c [(0.5, 0.4)]
hkl  2theta/deg  f_atom/e  f_bond/e  G8a  G16c  F/e  F_FFT/e
000   0.000 5.0000 0.50000   8.0000  16.0   48.0000   48.0000
111  25.008 2.6317 0.27656  -5.6569  -8.0  -17.0998  -17.0998
200  28.955 2.2975 0.22702   0.0000   0.0    0.0000    0.0000
220  41.410 1.6876 0.10308  -8.0000   0.0  -13.5011  -13.5011
311  48.986 1.4964 0.05701  -5.6569   8.0   -8.0089   -8.0089
222  51.318 1.4479 0.04680   0.0000  16.0    0.7488    0.7488
400  60.000 1.2852 0.02125  -8.0000  16.0   -9.9418   -9.9418
420  67.976 1.1484 0.00965   0.0000   0.0    0.0000    0.0000
442  97.181 0.7363 0.00041   0.0000   0.0    0.0000    0.0000
|F(222)/F(111)|^2 = 1.918e-03
tensor nn^T at 16c: F_yz(200) = 5.3333, trace 0.0000, max|F(100)| = 0.0000
double scattering, k = (-h/2, 2.31, 5.87) 2pi/a, |sum| in e^2 (a/2pi)^2:
  200: 40.0039   100: 0.0000
```
